\section*{An Overtilted Weyl Node Does Not Fix Its Density of States}

\section{The decision}

Suppose that a band-structure calculation places a Weyl node at the Fermi energy and that the density of states there is needed. The velocities and the tilt of the node have been fitted. One may now insert them into an analytic formula, or refine the $k$-point grid in a small region around the node, or integrate over the whole zone with care. For a weakly tilted node, the first two choices capture everything the node contributes. For an overtilted node, called type II, the fitted velocities and tilt do not fix the value, and a region small compared with the zero-energy surface holds only a small part of it.

The belief examined here is that a Weyl node, being a linear crossing in three dimensions, has a density of states proportional to $E^2$, with a coefficient set by its velocities and its tilt. A weaker version grants that overtilting makes the value at the node nonzero, but still expects the linear model to supply it.

\section{Why the belief tempts}

Let $\mathbf k$ be the wave vector measured from the node and multiplied by the lattice constant of a cubic cell, so that it is dimensionless. The linear model is
\begin{equation}
H=wk_z+v\,\boldsymbol\sigma\cdot\mathbf k,\qquad
E_s=k(w\mu+sv),\quad s=\pm1,
\end{equation}
where $\mu=k_z/k$ and $v>0$. The speed $v$ and the tilt $w$ are energies. Reversing $k_z$ changes the sign of $w$ without changing the density of states, so take $w>0$. With $E$ measured from the node, the density per cell is
\begin{equation}
D(E)=\sum_s\int\frac{d^3k}{(2\pi)^3}\,\delta(E-E_s).
\end{equation}
The two bands are counted once each, with no further spin factor.

The azimuthal integral gives $d^3k\to2\pi k^2\,dk\,d\mu$, and $2\pi/(2\pi)^3=1/(4\pi^2)$. As a function of $\mu$, the argument of the delta function has slope of magnitude $kw$ and vanishes at $\mu=(E/k-sv)/w$. This point counts if it lies between $-1$ and $1$. Hence
\begin{equation}
D(E)=\frac1{4\pi^2w}\sum_s\int k\,dk\;
\Theta\!\left(w-\left|\frac Ek-sv\right|\right),
\label{radial}
\end{equation}
where $\Theta$ is the unit step.

Take $w<v$ and $E>0$. For $s=-1$ the condition would require $E/k+v<w$, which is impossible. For $s=+1$ it reads $v-w<E/k<v+w$, so $k$ runs from $E/(v+w)$ to $E/(v-w)$. Therefore
\begin{align}
D(E)&=\frac{E^2}{8\pi^2w}\left[\frac1{(v-w)^2}-\frac1{(v+w)^2}\right]
\nonumber\\
&=\frac{E^2}{8\pi^2w}\,\frac{4vw}{(v^2-w^2)^2}
=\frac{vE^2}{2\pi^2(v^2-w^2)^2}.
\label{under}
\end{align}
Since $E_s(-\mathbf k)=-E_{-s}(\mathbf k)$, the result is even in $E$ and holds for $E<0$ too. The surface of constant energy is closed and shrinks to the node as $E\to0$. This is why the linear model suffices at small energy: the states that count all lie where it is accurate.

Equation~\eqref{under} gives no warning when it is misused. Its denominator is squared, so for $w>v$ it still returns a finite, positive number, and at $E=0$ it returns zero. The fault lies in the integration range, which the final formula no longer shows.

\section{What overtilting does to the integral}

Return to Eq.~\eqref{radial} with $w>v$ and $E>0$. For $s=+1$ the condition $E/k>v-w$ is satisfied automatically, because the right side is negative. What remains is $k>E/(w+v)$. For $s=-1$ the condition is $E/k+v<w$, or $k>E/(w-v)$. Neither range has an upper end. The surfaces are open, and the integral of $k\,dk$ diverges quadratically.

At $E=0$ the geometry is simple: $w\mu+sv=0$ gives $\mu=-sv/w$, a cone through the node that extends to infinity. For $w<v$ these values of $\mu$ do not exist, and the surface is the node alone.

\subsection{A cutoff on the distance}

Keep the states with $k<\Lambda$, and let $|E|<(w-v)\Lambda$ so that both bands contribute. Then
\begin{align}
D_{\rm ball}(E)&=\frac1{8\pi^2w}\left[2\Lambda^2-
\frac{E^2}{(w+v)^2}-\frac{E^2}{(w-v)^2}\right]\nonumber\\
&=\frac1{4\pi^2w}\left[\Lambda^2-
\frac{w^2+v^2}{(w^2-v^2)^2}E^2\right].
\label{ball}
\end{align}
The second line uses $(w-v)^2+(w+v)^2=2(w^2+v^2)$.

For a small radius $q$ in place of $\Lambda$, this formula also has a physical use. At $E=0$, the part of the density within distance $q$ of a node is $q^2/(4\pi^2w)$ to leading order. It vanishes as $q\to0$. The node thus forces the surface to extend away from it along a cone, but its immediate neighbourhood supplies almost no states; the density comes from finite distances.

\subsection{A cutoff of another shape}

One might hope that the divergent constant could be discarded and the $E^2$ term kept as a property of the node. To test this hope, restrict only the transverse wave number, $\rho=(k_x^2+k_y^2)^{1/2}<\Lambda$, and let $k_z$ run freely.

For any $X\neq0$ and $Y>0$, the function $X^2-Y^2$ vanishes at $X=\pm Y$ with slope $2X$ in $X$, so $\delta(X-Y)+\delta(X+Y)=2|X|\,\delta(X^2-Y^2)$. With $X=E-wk_z$ and $Y=vk$,
\begin{equation}
\sum_s\delta(E-E_s)=2|E-wk_z|\,\delta(F),\qquad
F=(E-wk_z)^2-v^2(k_z^2+\rho^2).
\end{equation}
Expanding $F$ in $k_z$ gives
\begin{equation}
F=(w^2-v^2)k_z^2-2Ewk_z+E^2-v^2\rho^2.
\end{equation}
One quarter of its discriminant is
\begin{equation}
E^2w^2-(w^2-v^2)(E^2-v^2\rho^2)=v^2R^2,\quad
R^2=E^2+(w^2-v^2)\rho^2.
\end{equation}
The roots and the slope of $F$ at them are therefore
\begin{equation}
k_z^\pm=\frac{Ew\pm vR}{w^2-v^2},\qquad
\left|\frac{\partial F}{\partial k_z}\right|=2vR.
\end{equation}
At the roots,
\begin{equation}
E-wk_z^\pm=-\frac{v(vE\pm wR)}{w^2-v^2}.
\end{equation}
Except at the single point $E=\rho=0$, one has $wR>v|E|$, so the two values have opposite signs and their magnitudes add to $2vwR/(w^2-v^2)$. Thus
\begin{equation}
\int dk_z\sum_s\delta(E-E_s)
=\frac{2}{2vR}\,\frac{2vwR}{w^2-v^2}=\frac{2w}{w^2-v^2}.
\end{equation}
The dependence on $E$ and $\rho$ has cancelled. Multiplying by the disc area $\pi\Lambda^2$ and by $1/(2\pi)^3$ gives
\begin{equation}
D_{\rm cyl}=\frac{w\Lambda^2}{4\pi^2(w^2-v^2)}.
\label{cyl}
\end{equation}

The ball gives a downward parabola in $E$, the cylinder a constant. Hence neither the value at the node nor the coefficient of $E^2$ belongs to the linear Hamiltonian alone.

\subsection{Numbers}

Take $v=1$ eV, and quote densities in states per eV per cell. For $w=0.5$ eV and $E=0.3$ eV, Eq.~\eqref{under} gives
\begin{equation}
D=\frac{1\times0.3^2}{2\pi^2(1-0.25)^2}=0.00811.
\end{equation}
A direct sum over $k$ gives the same value for transverse cutoffs of 1 and 2.

For $w=1.5$ eV and $E=0$, the ball of radius 1 gives $1/(4\pi^2\times1.5)=0.0169$, and radius 2 gives $0.0675$, four times as much. At $E=0.3$ eV the values are $0.0137$ and $0.0644$. The cylinder gives $0.0304$ and $0.1216$ at both energies. Direct sums reproduce these values. The numerical integration is sound in every case; what is missing is a definite quantity for it to approach as the cutoff grows.

\section{How higher-order terms make the answer finite}

A crystal has no infinite cone. The zone is finite and the bands are periodic, so the linear dispersion cannot continue indefinitely. If the band gradient vanishes nowhere on the zero-energy surface away from the node, $D(0)$ is finite: the surface has finite area, and the neighbourhood of the node contributes only of order $q^2$. It is also positive, because near the node the surface follows the cone and so has nonzero area.

A solvable case shows how the value is set. Add $Ak^2$, with $A>0$ an energy, to both bands:
\begin{equation}
E_s=Ak^2+bk,\qquad b=w\mu+sv.
\end{equation}
At $E=0$, away from the node, $k=-b/A$ for $b<0$. The surface now ends at a largest distance $(w+v)/A$.

For general $E$, define $r=\sqrt{b^2+4AE}$. The solutions of $Ak^2+bk=E$ are $k=(-b\pm r)/(2A)$, where the radial slope $2Ak+b$ has magnitude $r$. With $d\mu=db/w$,
\begin{equation}
D(E)=\frac1{4\pi^2w}\sum_s\int db\sum_{k>0}\frac{k^2}{r}.
\end{equation}
Write $p=w+v$ and $q_0=w-v>0$. The range of $b$ is $[-q_0,p]$ for $s=+1$ and $[-p,q_0]$ for $s=-1$. Together they cover the same values, with the same multiplicity, as the symmetric intervals $[-p,p]$ and $[-q_0,q_0]$.

For $E>0$, each $b$ has one positive root, $k=(r-b)/(2A)$. Adding the contributions of $b$ and $-b$ gives
\begin{equation}
\frac{(r-b)^2+(r+b)^2}{4A^2r}=\frac1{2A^2}\left(r+\frac{b^2}{r}\right)
=\frac1{2A^2}\frac{d(br)}{db},
\end{equation}
because $dr/db=b/r$. The interval $[-p,p]$ therefore contributes $p\sqrt{p^2+4AE}/(2A^2)$, and the other follows by replacing $p$ with $q_0$.

For $E<0$, positive roots require $b<0$ and $b^2>4A|E|$. There are then two, $(|b|\pm r)/(2A)$, whose squares add up to the same expression. The integration starts at $|b|=2\sqrt{A|E|}$, where $r=0$ and $br$ vanishes, so the result is unchanged as long as this point lies below $q_0$. Altogether, for $E>-(w-v)^2/(4A)$,
\begin{equation}
D(E)=\frac{p\sqrt{p^2+4AE}+q_0\sqrt{q_0^2+4AE}}{8\pi^2wA^2}.
\label{quad}
\end{equation}

Since $p\sqrt{p^2+4AE}=p^2+2AE-2A^2E^2/p^2+\cdots$, and likewise for $q_0$, the expansion about the node is
\begin{equation}
D(E)=\frac{w^2+v^2}{4\pi^2wA^2}+\frac{E}{2\pi^2wA}
-\frac{w^2+v^2}{2\pi^2w(w^2-v^2)^2}E^2+\cdots .
\label{expand}
\end{equation}
The leading term grows as $A^{-2}$ when the correction is weakened, as a quadratic divergence with cutoff proportional to $1/A$ should. A small higher-order term is therefore not a small correction to $D(0)$. In this model the density passes smoothly through the node with a finite slope, so a plot of $D(E)$ shows no minimum there. The $E^2$ coefficient is twice that of the ball, a third answer from the same linear node.

For $w=1.5$ eV and $A=0.5$ eV,
\begin{equation}
D(0)=\frac{1.5^2+1^2}{4\pi^2\times1.5\times0.5^2}=0.2195 .
\end{equation}
Halving $A$ raises this to $0.878$. At $A=0.5$ eV the density is $0.2159$ at $E=-0.05$ eV and $0.2258$ at $E=0.1$ eV. The broadened sums agree with Eq.~\eqref{quad} within 0.5\% in each of these cases.

\section{A nonzero value is not a diagnosis}

It would be a new mistake to infer overtilting from $D(0)\ne0$. Keep $Ak^2$ but take $w<v$. For $s=+1$, $b$ is positive and there is no solution at $E=0$ except the node. For $s=-1$, $|b|$ runs from $v-w$ to $v+w$, with $k=|b|/A$ and $r=|b|$. Thus
\begin{equation}
D(0)=\frac1{4\pi^2wA^2}\int_{v-w}^{v+w}|b|\,d|b|
=\frac{4vw}{8\pi^2wA^2}=\frac{v}{2\pi^2A^2}.
\end{equation}
These states lie on a separate sheet, no closer to the node than $(v-w)/A$. For $w=A=0.5$ eV the distance is 1, and $D(0)=0.2026$, close to the overtilted value above. The difference is in the geometry: here the sheet does not touch the node.

The marginal case $w=v$ also needs care. For $E>0$, Eq.~\eqref{radial} leaves only $s=+1$, with $k>E/(2v)$ and no upper end. The linear model already depends on the cutoff at any nonzero energy. Accordingly, Eq.~\eqref{under} diverges as $w\to v$ at fixed $E\ne0$, and close to this point its range of validity in energy shrinks, because the surface reaches out to $|E|/(v-w)$.

\section{Two crystals with the same linear nodes}

The refutation is sharpest when the linear Hamiltonian is held fixed and the zone is a real, periodic one. Consider, with all coefficients in eV and unit hopping,
\begin{align}
H={}&\gamma\cos k_z+\sin k_x\,\sigma_x+\sin k_y\,\sigma_y\nonumber\\
&+\left[\cos k_z+m(2-\cos k_x-\cos k_y)\right]\sigma_z .
\end{align}
In this section $\mathbf k$ is measured from the zone centre. There are nodes at $k_x=k_y=0$, $k_z=\pm\pi/2$. Near the first, $k_z=\pi/2+\kappa$ and $\cos k_z\simeq-\kappa$, so
\begin{equation}
H\simeq-\gamma\kappa+k_x\sigma_x+k_y\sigma_y-\kappa\sigma_z .
\end{equation}
Both nodes have speed 1 eV and tilt magnitude $\gamma$. The parameter $m$ enters through $m(k_x^2+k_y^2)/2$, at second order.

Let $c=\cos k_z$, $M=m(2-\cos k_x-\cos k_y)$ and $S=\sin^2k_x+\sin^2k_y$. Zero energy requires $\gamma^2c^2=(c+M)^2+S$, that is,
\begin{equation}
(\gamma^2-1)c^2-2Mc-(M^2+S)=0 .
\end{equation}
For $\gamma>1$ its roots are
\begin{equation}
c_\pm=\frac{M\pm Q}{\gamma^2-1},\qquad
Q^2=\gamma^2M^2+(\gamma^2-1)S .
\end{equation}
The delta-function identity used for the cylinder supplies a factor $2\gamma|c|$. The slope of the quadratic in $c$ is $2Q$ in magnitude, $|dc/dk_z|=\sqrt{1-c^2}$, and each $c$ belongs to two values of $k_z$. Hence
\begin{equation}
D(0)=\int\frac{dk_x\,dk_y}{(2\pi)^3}
\sum_{|c_\pm|<1}\frac{2\gamma|c_\pm|}{Q\sqrt{1-c_\pm^2}} .
\end{equation}

For $\gamma=1.5$ eV this integral gives $0.087$ at $m=2$ eV and $0.055$ at $m=3$ eV. To three figures the converged values are $0.0870$ and $0.0552$; the $0.0550$ printed in the output below is 0.4\% low. Independent sums over the full three-dimensional zone, with a broadening of $0.03$ eV, agree within 2\%. The ratio of the two densities is 1.58, although every linear coefficient at the nodes is identical. No formula containing only $v$ and $w$ can return both values.

The local estimate explains where refinement of the grid is useful. Two balls of radius $0.05$ should hold
\begin{equation}
2\times\frac{0.05^2}{4\pi^2\times1.5}=8.44\times10^{-5}.
\end{equation}
To four figures this is $8.443\times10^{-5}$; the lattice gives $8.435\times10^{-5}$ for $m=2$ eV and $8.422\times10^{-5}$ for $m=3$ eV. The linear model is thus accurate where it applies, but these balls hold just 0.10\% and 0.15\% of the total. A dense patch of $k$-points confined to them cannot repair an error made elsewhere on the surface.

\section{The undertilted lattice and broadening}

Set $\gamma=0.5$ eV and $m=2$ eV. With $x=1-\cos k_x$, $y=1-\cos k_y$ and $u=x+y$, one has $M=2u$ and $S=2u-x^2-y^2\ge2u-u^2$. Therefore
\begin{equation}
(c+M)^2+S-\frac{c^2}{4}\ge
\frac34c^2+(4c+2)u+3u^2 .
\end{equation}
For $c\ge-2/7$ every term on the right is nonnegative. For $-1\le c<-2/7$ the discriminant in $u$ is $(4c+2)^2-9c^2=(7c+2)(c+2)<0$, so the right side is positive. Equality to zero requires $c=u=0$: the zero-energy surface consists of the two nodes, and $D(0)=0$.

A Gaussian broadening $\sigma$ nevertheless produces a nonzero number. It replaces $E^2$ at the node by its average $\sigma^2$, so at leading order the two nodes give $2v\sigma^2/[2\pi^2(v^2-w^2)^2]$. For $\sigma=0.03$ eV this is $1.62\times10^{-4}$; the zone sum gives $1.64\times10^{-4}$. Reducing $\sigma$ on a sufficiently fine grid sends this value to zero, whereas an overtilted node retains a finite density.

The decision at the start therefore depends on whether the zero-energy surface contains anything beyond the node itself. An undertilted node contributes nothing at its own energy, but a detached sheet elsewhere still has to be integrated over the zone. With anisotropic velocities, $H=\mathbf w\cdot\mathbf k+\boldsymbol\sigma\cdot V\mathbf k$ with invertible $V$, set $\mathbf q=V\mathbf k$. The bands become $\mathbf u\cdot\mathbf q\pm|\mathbf q|$ with $\mathbf u=(V^{-1})^{T}\mathbf w$, and the node is overtilted when $|\mathbf u|>1$. In that case the fitted velocities establish that the zero-energy surface near the node is a cone rather than a single point, and the density must come from an integration over the entire zero-energy surface, with bands accurate along all of it, converged in both grid and broadening. A local patch suffices only if it encloses that surface, as a ball of radius $(w+v)/A$ does in the quadratic model. When the surface crosses the zone, as in the lattice model, or its extent is unknown, the whole zone is needed. The numerical output below gives the values for each model.

\section*{Calculated quantities}
\begin{verbatim}
Weyl speed v = 1.0 eV; tilts w = 0.5 and 1.5 eV
Linear, w=0.5, E=0.3 eV: formula D = 0.00811 states/(eV cell)
  k-sum, cutoff 1: D = 0.00811 states/(eV cell)
  k-sum, cutoff 2: D = 0.00811 states/(eV cell)
Linear, w=1.5, k-sum | formula, D in states/(eV cell):
  cutoff 1, E=0.0 eV: ball 0.01688 | 0.01689; cylinder 0.03040 | 0.03040
  cutoff 1, E=0.3 eV: ball 0.01372 | 0.01373; cylinder 0.03040 | 0.03040
  cutoff 2, E=0.0 eV: ball 0.06755 | 0.06755; cylinder 0.12159 | 0.12159
  cutoff 2, E=0.3 eV: ball 0.06438 | 0.06439; cylinder 0.12159 | 0.12159
With A k^2 added, w=1.5, k-sum | formula, D in states/(eV cell):
  A=0.25 eV, E=0.00 eV: 0.87809 | 0.87812
  A=0.50 eV, E=0.00 eV: 0.21950 | 0.21953
  A=0.50 eV, E=-0.05 eV: 0.21587 | 0.21593
  A=0.50 eV, E=0.10 eV: 0.22575 | 0.22576
  slope dD/dE at E=0, A=0.5 eV: 0.06755 states/(eV^2 cell)
With A=0.5 eV, w=0.5: D(0) = 0.20272 | 0.20264 states/(eV cell)
  nearest point of detached sheet: k = 1.00 (dimensionless)
  broadened part within k < 0.50: 0.000037 states/(eV cell)
Lattice, tilt 1.5 eV, broadening 0.03 eV, D(0) in states/(eV cell):
  m=2 eV: surface integral 0.0870, zone sum 0.0870
    within 0.05 of the two nodes: 8.435e-05, linear formula 8.443e-05
    share of total from these balls: 0.10 %
  m=3 eV: surface integral 0.0550, zone sum 0.0552
    within 0.05 of the two nodes: 8.422e-05, linear formula 8.443e-05
    share of total from these balls: 0.15 %
  ratio D(0; m=2)/D(0; m=3) = 1.58
Lattice, tilt 0.5 eV, m=2 eV: surface D(0) = 0.0000 states/(eV cell)
  broadened zone sum 1.642e-04, two-node E^2 law 1.621e-04 states/(eV cell)
\end{verbatim}
